# Whole 6j matrices from a tridiagonal eigenproblem: verification in Python

```python
"""Whole 6j matrices from one tridiagonal eigenproblem.

Result under test: for spins j1, j2, j3 coupled to total J (hbar = 1), the
operator (J2+J3)^2 in the basis |(j1 j2)x, j3; J> is tridiagonal with positive
off-diagonal elements and eigenvalues y(y+1).  Its eigenvectors, with positive
component at the largest x, are the recoupling coefficients U(x,y), and
  6j{j1 j2 x; j3 J y} = (-1)^(j1+j2+j3+J) U(x,y) / sqrt((2x+1)(2y+1)).
Here x = j12 and y = j23.  Phases are Condon-Shortley.
References: states built with ladder operators in the product space, and the
exact integer Racah sum.
"""
from functools import lru_cache
from itertools import product
from math import comb, factorial, sqrt

import numpy as np
from sympy import Rational
from sympy.physics.wigner import wigner_6j


def steps(low, high):
    return np.arange(low, high + 0.5)


def allowed(j1, j2, j3, J):
    x = steps(max(abs(j1 - j2), abs(j3 - J)), min(j1 + j2, j3 + J))
    y = steps(max(abs(j2 - j3), abs(j1 - J)), min(j2 + j3, j1 + J))
    return x, y


def tridiagonal(j1, j2, j3, J):
    """Diagonal and off-diagonal elements of (J2+J3)^2 in the j12 basis."""
    x, _ = allowed(j1, j2, j3, J)
    c1, c2, c3, cJ = (j * (j + 1) for j in (j1, j2, j3, J))
    cx = x * (x + 1)
    safe = np.where(x > 0, cx, 1.0)  # the numerator vanishes at x = 0
    diagonal = c2 + c3 + (cx + c2 - c1) * (cJ - cx - c3) / (2 * safe)
    u = x[1:]
    left = (u**2 - (j1 - j2)**2) * ((j1 + j2 + 1)**2 - u**2)
    right = (u**2 - (j3 - J)**2) * ((j3 + J + 1)**2 - u**2)
    return diagonal, np.sqrt(left * right) / (2 * u * np.sqrt(4 * u**2 - 1))


def downward(diagonal, off, eigenvalue, stop):
    """Unnormalized eigenvector from the largest x (value 1) down to stop."""
    n = len(diagonal)
    w = np.zeros(n)
    w[-1] = 1.0
    for i in range(n - 1, stop, -1):
        above = off[i] * w[i + 1] if i + 1 < n else 0.0
        w[i - 1] = ((eigenvalue - diagonal[i]) * w[i] - above) / off[i - 1]
    return w


def sixj_matrix(j1, j2, j3, J):
    """Eigenvalues, U, 6j matrix, and endpoint row from the recurrence."""
    x, y = allowed(j1, j2, j3, J)
    d, b = tridiagonal(j1, j2, j3, J)
    matrix = np.diag(d)
    if len(b):
        matrix = matrix + np.diag(b, 1) + np.diag(b, -1)
    eigenvalues, U = np.linalg.eigh(matrix)
    endpoint = np.empty(len(y))
    for k, yk in enumerate(y):
        peak = int(np.argmax(abs(U[:, k])))
        w = downward(d, b, yk * (yk + 1), peak)
        if U[peak, k] * w[peak] < 0:
            U[:, k] *= -1
        endpoint[k] = U[peak, k] / w[peak]
    phase = (-1) ** int(round(j1 + j2 + j3 + J))
    six = phase * U / np.sqrt(np.outer(2 * x + 1, 2 * y + 1))
    return eigenvalues, U, six, endpoint


def racah_6j(a, b, c, d, e, f):
    """6j{a b c; d e f} from the Racah sum in exact integers."""
    triads = ((a, b, c), (a, e, f), (d, b, f), (d, e, c))
    t = [int(round(sum(tri))) for tri in triads]
    q = [int(round(s)) for s in (a + b + d + e, b + c + e + f, a + c + d + f)]
    total = 0
    for s in range(max(t), min(q) + 1):
        term = comb(s + 1, t[0] + 1)
        for top, low in zip(q, t[1:]):
            term *= comb(top - low, s - low)
        total += -term if s % 2 else term
    numerator = (total * factorial(t[0] + 1)) ** 2
    denominator = 1
    for top, low in zip(q, t[1:]):
        denominator *= factorial(top - low) ** 2
    for tri, s in zip(triads, t):
        for j in tri:
            numerator *= factorial(int(round(s - 2 * j)))
        denominator *= factorial(s + 1)
    return (1 if total >= 0 else -1) * sqrt(numerator / denominator)


def racah_matrix(j1, j2, j3, J):
    x, y = allowed(j1, j2, j3, J)
    return np.array([[racah_6j(j1, j2, p, j3, J, r) for r in y] for p in x])


def spin(j):
    m = j - np.arange(int(round(2 * j)) + 1)
    return m, np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)


def pair_operators(ja, jb):
    ma, pa = spin(ja)
    mb, pb = spin(jb)
    up = np.kron(pa, np.eye(len(mb))) + np.kron(np.eye(len(ma)), pb)
    return up, (ma[:, None] + mb[None, :]).ravel()


@lru_cache(maxsize=None)
def couple(ja, jb):
    """Coupled states [M, ma, mb] for each total; all m run downward."""
    up, M = pair_operators(ja, jb)
    shape = (int(round(2 * ja)) + 1, int(round(2 * jb)) + 1)
    result = {}
    for total in steps(abs(ja - jb), ja + jb):
        index = np.where(abs(M - total) < 0.1)[0]
        null = np.linalg.svd(up[:, index])[2][-1]
        v = np.zeros(len(M))
        v[index] = null * np.sign(null[0])  # first entry has ma = ja
        states = [v]
        for _ in range(int(round(2 * total))):
            v = up.T @ v
            v = v / np.linalg.norm(v)
            states.append(v)
        result[float(total)] = np.array(states).reshape((-1,) + shape)
    return result


# Two-spin ingredients: amplitudes, positivity and the J2+ element.
half_spins = [0.0, 0.5, 1.0, 1.5, 2.0, 2.5]
for ja, jb in product(half_spins, repeat=2):
    multiplets = couple(ja, jb)
    for total, states in multiplets.items():
        amplitude = states[0, 0, int(round(jb - total + ja))]
        f = [factorial(int(round(s))) for s in
             (2 * total + 1, 2 * ja, ja + jb + total + 1, ja - jb + total)]
        assert abs(amplitude**2 - f[0] * f[1] / (f[2] * f[3])) < 1e-12
        for i in range(len(states)):
            M = total - i
            if M >= ja - jb:
                assert states[i, 0, int(round(jb - M + ja))] > 1e-8
            if M <= ja - jb:
                assert states[i, int(round(ja - M - jb)), -1] > 1e-8
        if total - 1 in multiplets:
            raised = multiplets[total - 1][0] @ spin(jb)[1].T
            element = np.sum(states[0] * raised)
            formula = sqrt(((ja + jb + 1)**2 - total**2)
                           * (total**2 - (ja - jb)**2)
                           / (2 * total * (2 * total + 1)))
            assert abs(element - formula) < 1e-12
            assert np.allclose(raised, element * states[0], atol=1e-12)

# Three-spin operator and recoupling matrix from their definitions.
definition_sets = 0
definition_error = 0.0
for j1, j2, j3, J in product([0.0, 0.5, 1.0, 1.5], repeat=4):
    if (2 * (j1 + j2 + j3 + J)) % 2:
        continue
    x, y = allowed(j1, j2, j3, J)
    if len(x) == 0:
        continue
    assert len(x) == len(y)
    L = np.array([np.einsum('mab,mc->abc', couple(j1, j2)[float(p)],
                            couple(float(p), j3)[J][0]) for p in x])
    R = np.array([np.einsum('mbc,am->abc', couple(j2, j3)[float(r)],
                            couple(j1, float(r))[J][0]) for r in y])
    up, M = pair_operators(j2, j3)
    square = up.T @ up + np.diag(M * (M + 1))
    flat = L.reshape(len(x), L.shape[1], -1)
    operator = np.tensordot(flat @ square, flat, axes=([1, 2], [1, 2]))
    d, b = tridiagonal(j1, j2, j3, J)
    expected = np.diag(d)
    if len(b):
        expected = expected + np.diag(b, 1) + np.diag(b, -1)
    assert np.allclose(operator, expected, atol=1e-11)
    overlap = L.reshape(len(x), -1) @ R.reshape(len(y), -1).T
    U = sixj_matrix(j1, j2, j3, J)[1]
    definition_error = max(definition_error, np.max(abs(overlap - U)))
    i2 = int(round(j2 - x[-1] + j1))
    i3 = int(round(j3 - J + x[-1]))
    assert np.all(abs(L[:-1, 0, i2, i3]) < 1e-12)
    assert L[-1, 0, i2, i3] > 1e-8 and np.all(R[:, 0, i2, i3] > 1e-8)
    definition_sets += 1
assert definition_error < 1e-11

# Sweep of complete 6j matrices against the exact Racah sum.
sweep_sets, sweep_entries, sweep_error = 0, 0, 0.0
for spins in product(half_spins, repeat=4):
    if (2 * sum(spins)) % 2 or len(allowed(*spins)[0]) == 0:
        continue
    y = allowed(*spins)[1]
    eigenvalues, U, six, _ = sixj_matrix(*spins)
    assert np.allclose(eigenvalues, y * (y + 1), rtol=0, atol=1e-11)
    sweep_error = max(sweep_error, np.max(abs(six - racah_matrix(*spins))))
    sweep_sets += 1
    sweep_entries += six.size
assert sweep_error < 1e-12

# Worked example.
example = (1.5, 2.0, 2.5, 2.0)
x, y = allowed(*example)
d, b = tridiagonal(*example)
eigenvalues, U, six, _ = sixj_matrix(*example)
rational = [Rational(s) for s in example]
exact = [[wigner_6j(rational[0], rational[1], Rational(float(p)),
                    rational[2], rational[3], Rational(float(r)))
          for r in y] for p in x]
assert np.allclose(six, np.array(exact, dtype=float), atol=1e-13)
w = downward(d, b, y[0] * (y[0] + 1), 0)
assert np.allclose(w / np.linalg.norm(w), U[:, 0], atol=1e-12)


def row(values, digits=8):
    return "  ".join(f"{v: .{digits}f}" for v in values)


print("All numbers dimensionless; squared angular momenta in hbar^2")
print("Example j1, j2, j3, J:", *example)
print("j12 values:", *x)
print("j23 values:", *y)
print("diagonal of T (hbar^2):", row(d))
print("off-diagonal of T (hbar^2):", row(b))
print("computed eigenvalues (hbar^2):", row(eigenvalues))
print("known j23(j23+1) (hbar^2):", row(y * (y + 1)))
print(f"recurrence for j23 = {y[0]}, w by rising j12:", row(w))
print(f"norm of w: {np.linalg.norm(w):.8f}")
print("phase (-1)^(j1+j2+j3+J):", (-1) ** int(round(sum(example))))
for p, values in zip(x, U):
    print(f"U row j12 = {p}:", row(values))
for p, values in zip(x, six):
    print(f"6j row j12 = {p}:", row(values))
for p, values in zip(x, exact):
    print(f"exact 6j, j12 = {p}, j23 = {y[0]}:", values[0])
print("definition test: spin sets:", definition_sets)
print(f"definition test: largest error in U: {definition_error:.1e}")
print("Racah sweep: spin sets, 6j entries:", sweep_sets, sweep_entries)
print(f"Racah sweep: largest 6j error: {sweep_error:.1e}")

# Large spins: endpoint entries may lie below rounding error.
large = (30.0, 32.0, 28.0, 31.0)
x, y = allowed(*large)
eigenvalues, U, six, endpoint = sixj_matrix(*large)
reference = racah_matrix(*large)
phase = (-1) ** int(round(sum(large)))
exact_U = phase * reference * np.sqrt(np.outer(2 * x + 1, 2 * y + 1))
eigenvalue_error = np.max(abs(eigenvalues - y * (y + 1)))
U_error = np.max(abs(U - exact_U))
endpoint_error = np.max(abs(endpoint / exact_U[-1] - 1))
assert eigenvalue_error < 1e-12 * y[-1] * (y[-1] + 1)
assert U_error < 1e-11
assert np.all(exact_U[-1] > 0)
assert endpoint_error < 1e-8
print("Large case j1, j2, j3, J:", *large)
print("large case: matrix size n:", len(x))
print("large case: j12 from, to:", x[0], x[-1])
print("large case: j23 from, to:", y[0], y[-1])
print(f"large case: largest eigenvalue error (hbar^2): {eigenvalue_error:.1e}")
print(f"large case: largest absolute error in U: {U_error:.1e}")
print("endpoint entries with exact U < 1e-16:", int(np.sum(exact_U[-1] < 1e-16)))
print("columns given a wrong or no sign by direct endpoint reading:",
      int(np.sum(U[-1] <= 0)))
print(f"U at largest j12 and j23, exact sum: {exact_U[-1, -1]:.8e}")
print(f"same entry, numerical eigenvector: {U[-1, -1]:.8e}")
print(f"same entry, recurrence: {endpoint[-1]:.8e}")
print(f"largest relative endpoint error, recurrence: {endpoint_error:.1e}")
print("all tests passed")
```

Printed output:

```
All numbers dimensionless; squared angular momenta in hbar^2
Example j1, j2, j3, J: 1.5 2.0 2.5 2.0
j12 values: 0.5 1.5 2.5 3.5
j23 values: 0.5 1.5 2.5 3.5
diagonal of T (hbar^2):  7.75000000   9.55000000   7.52142857   4.17857143
off-diagonal of T (hbar^2):  5.29150262   4.48998886   2.96922996
computed eigenvalues (hbar^2):  0.75000000   3.75000000   8.75000000   15.75000000
known j23(j23+1) (hbar^2):  0.75000000   3.75000000   8.75000000   15.75000000
recurrence for j23 = 0.5, w by rising j12: -0.81649658   1.08012345  -1.15470054   1.00000000
norm of w: 2.04124145
phase (-1)^(j1+j2+j3+J): 1
U row j12 = 0.5: -0.40000000   0.52915026  -0.56568542   0.48989795
U row j12 = 1.5:  0.52915026  -0.40000000  -0.10690450   0.74065608
U row j12 = 2.5: -0.56568542  -0.10690450   0.68571429   0.44538449
U row j12 = 3.5:  0.48989795   0.74065608   0.44538449   0.11428571
6j row j12 = 0.5: -0.20000000   0.18708287  -0.16329932   0.12247449
6j row j12 = 1.5:  0.18708287  -0.10000000  -0.02182179   0.13093073
6j row j12 = 2.5: -0.16329932  -0.02182179   0.11428571   0.06428571
6j row j12 = 3.5:  0.12247449   0.13093073   0.06428571   0.01428571
exact 6j, j12 = 0.5, j23 = 0.5: -1/5
exact 6j, j12 = 1.5, j23 = 0.5: sqrt(14)/20
exact 6j, j12 = 2.5, j23 = 0.5: -sqrt(6)/15
exact 6j, j12 = 3.5, j23 = 0.5: sqrt(6)/20
definition test: spin sets: 112
definition test: largest error in U: 5.6e-16
Racah sweep: spin sets, 6j entries: 552 2261
Racah sweep: largest 6j error: 3.1e-16
Large case j1, j2, j3, J: 30.0 32.0 28.0 31.0
large case: matrix size n: 57
large case: j12 from, to: 3.0 59.0
large case: j23 from, to: 4.0 60.0
large case: largest eigenvalue error (hbar^2): 9.1e-13
large case: largest absolute error in U: 4.4e-15
endpoint entries with exact U < 1e-16: 13
columns given a wrong or no sign by direct endpoint reading: 0
U at largest j12 and j23, exact sum: 3.45489508e-32
same entry, numerical eigenvector: 2.74451259e-23
same entry, recurrence: 3.45489508e-32
largest relative endpoint error, recurrence: 6.6e-15
all tests passed
```
